# Soft-photon emission from a fermion: eikonal factors and the Wilson line

## 1. One photon

Let a fermion leave a collision with momentum $p$, $p^2=m^2$, after emitting one photon of momentum $k$. Just before the emission it carried $p+k$. We use $\hbar=c=1$, the metric $(+,-,-,-)$ and $D_\mu=\partial_\mu+igA_\mu$, where $g$ is the charge of the fermion. The vertex is then $-ig\gamma^\mu$ and the propagator is

$$S(q)=\frac{i(\not q+m)}{q^2-m^2+i0}.$$

Write $M_0(q)$ for the rest of the amplitude, a column in spinor space. Without the photon the amplitude is $\bar u(p)M_0(p)$. With it,

$$M_1^\mu=\bar u(p)(-ig\gamma^\mu)\frac{i(\not p+\not k+m)}{(p+k)^2-m^2+i0}M_0(p+k).$$

For the numerator, use $\gamma^\mu\not p=2p^\mu-\not p\gamma^\mu$ and the Dirac equation $\bar u(p)\not p=m\bar u(p)$:

$$\bar u(p)\gamma^\mu(\not p+m)=\bar u(p)\left[2p^\mu-m\gamma^\mu+m\gamma^\mu\right]=2p^\mu\bar u(p).$$

The Dirac matrix has gone. For the remaining piece define $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$. Half the anticommutator plus half the commutator gives $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$, so

$$\bar u(p)\gamma^\mu(\not p+\not k+m)=\bar u(p)\left[2p^\mu+k^\mu-i\sigma^{\mu\nu}k_\nu\right].$$

This is an identity for any $k$. The first two terms are the current of a moving charge, and they multiply $\bar u(p)$ by a number. The $\sigma^{\mu\nu}$ term is the magnetic coupling, and it can turn the spin.

The denominator is $(p+k)^2-m^2=2p\cdot k+k^2$. Now let $k=\lambda\hat k$ with $\lambda\to0$ at fixed direction. The magnetic term is of order $\lambda$ while $2p^\mu$ stays fixed; $k^2$ is at most of order $\lambda^2$ while $2p\cdot k$ is of order $\lambda$; and $M_0(p+k)\to M_0(p)$ if $M_0$ is smooth. With $(-ig)(i)=g$,

$$M_1^\mu\simeq g\,\frac{p^\mu}{p\cdot k+i0}\;\bar u(p)M_0(p).$$

The fraction is the eikonal factor. It contains the momentum of the fermion but not its spin.

## 2. What "soft" and "fast" require

The approximation rests on the photon being soft, not on speed alone. Its conditions are these.

- The momentum $k$ is small compared with $p$ and with the momenta over which $M_0$ varies.
- $|k^2|\ll2|p\cdot k|$. A real photon satisfies this, since $k^2=0$ and $p\cdot k>0$ for a massive fermion.
- The leading term does not vanish by itself, as it would for $p\cdot\varepsilon=0$ or for a spin transition forbidden in $M_0$. Otherwise the neglected terms are the whole answer.

A photon may also come from a charged line inside the hard process. Such a line is off shell by a fixed amount, so its denominator does not vanish as $\lambda\to0$. The contribution lacks the factor $1/\lambda$ and belongs to the corrections.

The second condition can fail for exchanged photons. Take a static source, $k^0=0$, and $\mathbf k$ perpendicular to $\mathbf p$. Then $p\cdot k=-\mathbf p\cdot\mathbf k=0$, while $k^2=-\mathbf k^2\neq0$. The term that was dropped is now the entire denominator. In what follows such exchanges are excluded, and the photons are real.

## 3. Two photons: why the orderings must be added

Let photon 1 be emitted last, so that it sits nearest the outer end of the line. Reading inward, the fermion carries $p$, then $p+k_1$, then $p+k_1+k_2$. To leading order the numerator is

$$\bar u(p)\gamma^{\mu_1}(\not p+m)\gamma^{\mu_2}(\not p+m)
=2p^{\mu_1}\bar u(p)\gamma^{\mu_2}(\not p+m)
=2p^{\mu_1}\,2p^{\mu_2}\,\bar u(p).$$

The first reduction returns $\bar u(p)$, which is what the second one needs. With $a=p\cdot k_1$ and $b=p\cdot k_2$ the denominators are $2a$ and $2(a+b)+2k_1\cdot k_2$. The last term is of order $\lambda^2$ and is dropped. This diagram therefore gives $g^2p^{\mu_1}p^{\mu_2}/[a(a+b)]$, and the diagram with the photons exchanged has $b(a+b)$ below. Neither is a product of a function of $k_1$ and a function of $k_2$. Their sum is:

$$\frac1{a(a+b)}+\frac1{b(a+b)}=\frac{b+a}{ab(a+b)}=\frac1{ab}.$$

Each photon now has its own factor, as if the other were absent.

This step uses the fact that the charges are numbers. If they were matrices $T_1,T_2$, the same sum would read

$$\frac{T_1T_2}{a(a+b)}+\frac{T_2T_1}{b(a+b)}
=\frac{b\,T_1T_2+a\,T_2T_1}{ab(a+b)}
=\frac{T_1T_2}{ab}-\frac{[T_1,T_2]}{b(a+b)},$$

where $T_2T_1=T_1T_2-[T_1,T_2]$ was inserted. The commutator spoils the product, although each ordered term keeps its eikonal form.

## 4. Any number of photons

For $n$ photons in a given order, number them from the outer end inward and put $K_j=k_1+\dots+k_j$. Each step removes one pair $\gamma^{\mu_j}(\not p+m)$, gives $2p^{\mu_j}$ and restores $\bar u(p)$. By induction the ordered diagram is

$$\prod_{j=1}^n\frac{g\,p^{\mu_j}}{p\cdot K_j+i0}\;\bar u(p)M_0(p),$$

provided $|K_j^2|\ll2|p\cdot K_j|$ for each $j$. For real soft photons this holds, because $K_j^2$ is of order $\lambda^2$ and $p\cdot K_j$ is a sum of positive terms of order $\lambda$.

To add the orderings, turn denominators into integrals. Choose a vector $v$ along $p$ and let $\omega_j=v\cdot k_j$, with a small positive imaginary part. Consider

$$I=\int_{s_1>s_2>\dots>s_n>0}ds_1\cdots ds_n\;e^{i(\omega_1s_1+\dots+\omega_ns_n)}.$$

Take as new variables the gaps $t_n=s_n$ and $t_j=s_j-s_{j+1}$ for $j<n$. Then $s_j=t_j+t_{j+1}+\dots+t_n$. The transformation is triangular with ones on the diagonal, so its Jacobian is 1, and each $t_i$ runs freely from 0 to $\infty$. Since $t_i$ occurs in $s_1,\dots,s_i$ and in no other,

$$\sum_j\omega_js_j=\sum_i t_i(\omega_1+\dots+\omega_i),\qquad
I=\prod_{i=1}^n\frac{i}{\omega_1+\dots+\omega_i}.$$

The last step uses $\int_0^\infty dt\,e^{i\Omega t}=i/\Omega$ for $\operatorname{Im}\Omega>0$. The ordered diagram is thus an integral over ordered times, with the last emission at the largest $s$.

The $n!$ orderings of the photons correspond to the $n!$ possible orders of $s_1,\dots,s_n$. These regions fill the domain in which all $s_j>0$, without overlap except on surfaces of zero volume. Over the whole domain the integral is a product of single ones. Cancelling the common $i^n$ leaves

$$\sum_{\text{orderings}}\ \prod_{j=1}^n\frac1{\omega_1+\dots+\omega_j}=\prod_{j=1}^n\frac1{\omega_j}.$$

For $n=2$ this is the algebra of part 3. With an emitted photon supplying $\varepsilon^*_\mu$, the sum over orderings becomes

$$M_n=\left[\prod_{i=1}^n g\,\frac{p\cdot\varepsilon_i^*}{p\cdot k_i+i0}\right]\bar u(p)M_0(p)\,\bigl[1+O(\lambda)\bigr].$$

## 5. The Wilson line

The integrals over $s$ suggest a particle that leaves the origin and moves along $x=sv$. Define

$$W=P\exp\left[-ig\int_0^\infty ds\;v\cdot A(sv)\right],$$

where $P$ puts fields with larger $s$ to the left. Equivalently, the line up to $s$ obeys $dW/ds=-ig\,v\cdot A(sv)\,W$ with $W(0)=1$. Its term of order $n$ is

$$(-ig)^n\int_{s_1>\dots>s_n>0}ds_1\cdots ds_n\;v\cdot A(s_1v)\cdots v\cdot A(s_nv).$$

The matrix element of $A^\mu(x)$ for emitting a photon is $\varepsilon^{*\mu}e^{ik\cdot x}$. At tree level each field in the term emits one of the $n$ photons, and all assignments are added. The assignment in which the field at $s_j$ emits photon $j$ gives

$$(-ig)^n\prod_j(v\cdot\varepsilon_j^*)\;\prod_j\frac{i}{\omega_1+\dots+\omega_j}
=\prod_j\frac{g\,v\cdot\varepsilon_j^*}{v\cdot K_j+i0}.$$

This is the ordered Feynman diagram of part 4, so the two expansions agree diagram by diagram. The sum over assignments gives the product. The length of $v$ does not matter: under $v\to cv$ with $c>0$, each ratio $v\cdot\varepsilon^*/v\cdot k$ is unchanged. We may therefore put $v=p/m$, and

$$M_n\simeq\langle k_1\dots k_n|W|0\rangle_{\rm tree}\;\bar u(p)M_0(p).$$

The same factor follows from a classical charge created at the origin. Its current is $j^\mu(x)=g\int_0^\infty ds\,v^\mu\delta^4(x-sv)$, and

$$-i\int d^4x\,j\cdot\varepsilon^*e^{ik\cdot x}
=-ig\,v\cdot\varepsilon^*\,\frac{i}{v\cdot k}=g\,\frac{v\cdot\varepsilon^*}{v\cdot k}.$$

At leading order a soft photon sees a charge on a straight path. Recoil and magnetic moment enter at the next order. This counting is for tree diagrams with a smooth $M_0$. In an unscreened Coulomb field treated beyond lowest order, the force falls only as $1/r^2$, the path keeps bending at late times, and the first correction is of order $\omega\ln\omega$ instead of $\omega$.

## 6. The incoming leg and the whole collision

Let the fermion enter with momentum $p$ and leave with $p'$. Emission from the incoming leg lowers the momentum to $p-K$. Using $(\not p-m)u(p)=0$,

$$(\not p+m)\gamma^\mu u(p)=\left[2p^\mu-\gamma^\mu(\not p-m)\right]u(p)=2p^\mu u(p).$$

The denominator is $(p-K)^2-m^2+i0\simeq-2p\cdot K+i0$, so one emission gives

$$(-ig)\,\frac{i\,2p^\mu}{-2p\cdot k+i0}=-g\,\frac{p^\mu}{p\cdot k-i0}.$$

The minus sign comes from the denominator. The corresponding Wilson line runs from $s=-\infty$ to 0. There $\int_{-\infty}^0ds\,e^{i\omega s}=-i/\omega$ with $\omega\to\omega-i0$, and $(-ig)(-i)=-g$ gives the same sign. The sum over orderings works as before.

Each photon may come from either leg. Let $a_i=p'\cdot\varepsilon_i^*/p'\cdot k_i$ and $b_i=-p\cdot\varepsilon_i^*/p\cdot k_i$. Once the orderings on each leg have been added, the sum over the ways of dividing the photons between the legs contains $a_i$ or $b_i$ for each photon. It is the expansion of $\prod_i(a_i+b_i)$. Therefore

$$M_n\simeq\left[\prod_{i=1}^n gJ_i\right]M_{\rm el},\qquad
J_i=\frac{p'\cdot\varepsilon_i^*}{p'\cdot k_i}-\frac{p\cdot\varepsilon_i^*}{p\cdot k_i},$$

where $M_{\rm el}$ is the amplitude without photons. The same $J_i$ multiplies every spin amplitude. Replacing $\varepsilon_i^*$ by $k_i$ gives $J_i=1-1=0$, as gauge invariance requires. One leg alone would give $\pm1$. If $p'=p$, then $J_i=0$ too: at this order an undeflected charge does not radiate, provided the amplitude of the hard process is smooth there. The Coulomb amplitude is not, because it diverges as the momentum transfer goes to zero, so the formula cannot be used for forward scattering in that field.

The slow limit shows that high speed is not needed. For a polarization with $\varepsilon^0=0$ and a photon in direction $\mathbf n$, set $\mathbf v=\mathbf p/E$ and $\mathbf v'=\mathbf p'/E'$:

$$J=-\frac1\omega\left[\frac{\mathbf v'\cdot\boldsymbol\varepsilon^*}{1-\mathbf n\cdot\mathbf v'}-\frac{\mathbf v\cdot\boldsymbol\varepsilon^*}{1-\mathbf n\cdot\mathbf v}\right]
\longrightarrow-\frac{(\mathbf v'-\mathbf v)\cdot\boldsymbol\varepsilon^*}{\omega}.$$

This is dipole radiation from a sudden change of velocity. The demand on $\omega$ is severe, however. From $|\mathbf p|\,d|\mathbf p|=E\,dE$, an energy loss $\omega$ changes $|\mathbf p|$ by the fraction $\omega E/\mathbf p^2$. For a slow particle this is $\omega/(2T)$, with $T$ the kinetic energy; for a fast one it is about $\omega/E$. At a fixed deflection angle, speed thus widens the range of usable photon energies. At a fixed momentum transfer $\mathbf q$ it need not: in the Coulomb field $M_0$ varies on the scale $|\mathbf q|$, and for a photon at a wide angle the error stays of order $\omega/|\mathbf q|$ as $E$ is raised.

## 7. A worked collision

An electron of total energy $E=5$ MeV travels along $z$ and is deflected by $60^\circ$ in the $xz$ plane by a static Coulomb field, treated to lowest order. The field takes up momentum but no energy, so the outgoing electron has energy $E-\sum\omega_i$. Photon 1 has energy $\lambda\times1$ MeV and direction $(\theta,\phi)=(40^\circ,90^\circ)$. Photon 2 has $\lambda\times0.6$ MeV and $(100^\circ,200^\circ)$. Both polarizations are real, along increasing $\theta$. The factors $g$ are divided out.

**One leg.** Take $\lambda=0.01$ and, for this comparison, an outgoing electron of 5 MeV. The scalar products are $p'\cdot k_1=0.030949$ and $p'\cdot k_2=0.056508$ MeV$^2$, which add to $0.087457$ MeV$^2$, and $p'\cdot\varepsilon_1=1.5986$, $p'\cdot\varepsilon_2=1.7463$ MeV. With photon 1 outermost,

$$\frac{1.5986\times1.7463}{0.030949\times0.087457}\approx1031\ \text{MeV}^{-2}.$$

The other order gives 565, and the sum is 1596 MeV$^{-2}$. That is also $(1.5986/0.030949)(1.7463/0.056508)$. The full Dirac chains, projected on $\bar u(p')$, have real parts 1040 and 569, with sum 1610 MeV$^{-2}$. This lies 0.8% above the eikonal product.

For photon 1 the spinor row produced by the magnetic term has a norm $3.5\times10^{-3}$ times that of the convection term. At $\lambda=0.1$ the ratio is ten times larger, as its linear dependence on $k$ demands.

**The Wilson line.** Its two-photon coefficient was found by integrating $dW/ds=-ig\,v\cdot A\,W$ numerically. All photon momenta were multiplied by $1+0.5i$ so that the integral converges, and the Dirac diagrams were evaluated at the same complex momenta. The relative difference is $1.1\times10^{-2}$ at $\lambda=0.01$ and $1.1\times10^{-3}$ at $\lambda=0.001$, for the worse of the two spin states. It falls in proportion to $\lambda$.

**Both legs.** For the incoming electron $|\mathbf p|=\sqrt{E^2-m^2}=4.974$ MeV. At $\lambda=0.01$,

$$p\cdot\varepsilon_1=4.974\sin40^\circ=3.197\ \text{MeV},$$
$$p\cdot k_1=0.01\,(5-4.974\cos40^\circ)=0.01190\ \text{MeV}^2.$$

Hence $J_1=51.7-268.7=-217.1$ MeV$^{-1}$, up to rounding. In the same way $J_2=30.9-139.2=-108.3$ MeV$^{-1}$. Their product is $2.351\times10^4$ MeV$^{-2}$. The six full diagrams, divided by the elastic amplitude for positive helicity in and out, give $(2.358\times10^4+14i)$ MeV$^{-2}$. The modulus of the difference is 0.3% of the eikonal value.

In a separate test at $\lambda=0.1$, $\varepsilon_1$ was replaced by $k_1$. The six diagrams then cancelled to below $10^{-9}$ of the largest one.

## 8. Spin flips and the size of the error

The elastic amplitude in the Coulomb field is proportional to $u^\dagger(p')u(p)$. In the standard representation the upper components are $\sqrt{E+m}\,\xi$ and the lower ones $h\sqrt{E-m}\,\xi$, with $h=\pm1$ the sign of the helicity. Equal helicities thus give $[(E+m)+(E-m)]\cos30^\circ=2E\cos30^\circ$, and opposite ones $[(E+m)-(E-m)]\sin30^\circ=2m\sin30^\circ$ in magnitude. The flip amplitude is smaller by $(m/E)\tan30^\circ\approx0.06$.

One might fear that corrections of relative size $\omega/E$ to the large amplitudes leak into the small ones and spoil them. At $\lambda=0.01$ the relative error is $3.0\times10^{-3}$ without flip and $7.1\times10^{-3}$ with flip. The flip amplitudes are less accurate by a factor of about 2.3, far less than $1/0.06\approx17$.

Chirality explains why there is no such large leak here, where both photons are well away from the directions of the electron. For $m=0$ the chain has $n+1$ vertices and $n$ propagators, each with one Dirac matrix. The total $2n+1$ is odd, and since $u^\dagger=\bar u\gamma^0$, the chain connects equal chiralities, which are equal helicities for massless fermions. The flip amplitude with photons therefore vanishes as $m\to0$, just as the elastic one does. At fixed photon directions away from both legs the denominators stay finite in this limit, so its corrections carry a factor $m$ as well. The protection weakens as a photon approaches a leg, because $p\cdot k$ shrinks toward its smallest value, of order $\omega m^2/E$. At a small angle $\theta$ from the leg, the ratio of the flip error to the non-flip error grows roughly as $1/\theta$ and is of order $E/m$ at $\theta\approx m/E$. Closer in it can grow further, to order $(E/m)^2$: for one photon along the incoming electron, polarized in the scattering plane, the ratio is about 49 at 5 MeV and about 4800 at 50 MeV. This argument does not fix the number 2.3.

When $\lambda$ falls from 0.1 to 0.0001, the errors of all four helicity amplitudes fall in proportion, to $3\times10^{-5}$ and $7\times10^{-5}$. That is the sense in which the factor is independent of spin: it is the common leading term, while the corrections differ. For one, two and three photons at $\lambda=0.001$ the overall relative errors are $1.0$, $3.0$ and $3.8\times10^{-4}$. The third photon has 0.8 keV and direction $(60^\circ,300^\circ)$. Here "overall" means the norm of the error over all helicities, relative to the norm of the eikonal result.

The role of the electron's energy appears when it is raised while the deflection angle and the photons are left alone. The speed hardly changes, since it is already within 1% of that of light at 5 MeV. With two photons at $\lambda=0.01$, the overall error is $3.1\times10^{-3}$ at 5 MeV and $3.0\times10^{-4}$ at 50 MeV. The tenfold drop is what a correction of order $\omega/E$ predicts. The complete figures are in the numerical output below.

## Values computed for the example and the checks

```
electron mass = 0.510999 MeV, total energy E = 5.0 MeV
scattering angle = 60.0 deg
photon 1: energy = lam*1.0 MeV, theta = 40 deg, phi = 90 deg
photon 2: energy = lam*0.6 MeV, theta = 100 deg, phi = 200 deg
photon 3: energy = lam*0.8 MeV, theta = 60 deg, phi = 300 deg
magnetic/convection size, photon 1, outgoing leg:
  lam = 0.1: 3.480e-02
  lam = 0.01: 3.480e-03
permutation identity exact for n = 2 to 6
outgoing leg, lam = 0.01: p'.k1 = 0.030949, p'.k2 = 0.056508 MeV^2
  p'.eps1 = 1.598555, p'.eps2 = 1.746255 MeV
  1 outermost: Dirac 1040.114, eikonal 1031.311 MeV^-2
  2 outermost: Dirac 569.414, eikonal 564.842 MeV^-2
  sum: Dirac 1609.527, product 1596.154 MeV^-2
Wilson line against Dirac diagrams, two photons, outgoing leg:
  lam = 0.01: relative difference 1.125e-02
  lam = 0.001: relative difference 1.125e-03
eps1 -> k1: total/largest diagram below 1e-9: True
lam = 0.01: J1 = -217.0513, J2 = -108.3229 MeV^-1
  J1*J2 = 23511.620 MeV^-2
  all diagrams/elastic (+ to +): 23581.461 +14.036i MeV^-2
two photons, |full/(J1 J2 elastic) - 1| by helicity (in to out):
  lam      + to +     - to -     + to -     - to +     overall
  0.1      3.07e-02   3.07e-02   7.32e-02   7.32e-02   3.09e-02
  0.01     3.03e-03   3.03e-03   7.05e-03   7.05e-03   3.05e-03
  0.001    3.03e-04   3.03e-04   7.03e-04   7.03e-04   3.05e-04
  0.0001   3.03e-05   3.03e-05   7.03e-05   7.03e-05   3.05e-05
overall relative error at lam = 0.001 for n photons:
  n = 1: 1.014e-04
  n = 2: 3.049e-04
  n = 3: 3.811e-04
lam = 0.01, error at 5 MeV 3.053e-03, at 50 MeV 2.983e-04
```
